\section*{Knudsen diffusion in long pores with partly specular walls, part 1}

(Sections cited here and not found follow in the second part.)

\section{The circular pore}

\subsection{Definitions and conventions}

A straight pore of circular cross-section has radius $R$ and diameter $d=2R$. Its axis is the $z$ axis. It holds a dilute gas of molecules of mass $m$ at uniform temperature $T$. Molecules meet the wall but not each other, so between wall hits they fly in straight lines at constant speed. The mean speed of the gas is
\begin{equation}
\bar v=\sqrt{\frac{8k_{\rm B}T}{\pi m}} .
\end{equation}

The wall follows Maxwell's scattering model. At each hit, one of two things happens:
\begin{itemize}
\item With probability $f$ the molecule is scattered diffusely. It leaves in a direction that has no memory of the incoming one.
\item With probability $1-f$ it is reflected specularly. The velocity component along the wall normal changes sign and the other two components are kept.
\end{itemize}
The number $f$ does not depend on the speed or on the angle of incidence. At first the wall neither holds molecules back nor destroys them; both effects are added in the second half.

Diffuse emission obeys the cosine law. If $\theta$ is the angle between the new direction and the inward normal, the probability of emission into the solid angle $d\Omega$ is
\begin{equation}
p\,d\Omega=\frac{\cos\theta}{\pi}\,d\Omega ,\qquad 0\le\theta<\frac{\pi}{2}.
\label{eq:cos}
\end{equation}
It is normalized, because the integral of $\cos\theta$ over the hemisphere is $\pi$. The new speed is drawn from the thermal distribution of molecules that cross a surface, independently of the direction.

The diffusivity $D$ is defined by Fick's law along the pore,
\begin{equation}
J=-D\,\frac{dn}{dz},
\label{eq:fick}
\end{equation}
where $n$ is the number of gas molecules per volume and $J$ is the number crossing unit area of the cross-section per time, counted positive towards $+z$. The same $D$ governs the spreading of single molecules, $\langle Z(t)^2\rangle\to 2Dt$ at long times, as shown below.

The result to be derived is
\begin{equation}
D=\frac{2-f}{f}\,D_{\rm K},\qquad D_{\rm K}=\frac{d\,\bar v}{3}.
\label{eq:main}
\end{equation}
Here $D_{\rm K}$ is the Knudsen diffusivity of a wall that scatters every molecule diffusely. Within the model the factor is exact for an infinitely long circular pore. For other convex cross-sections with a finite mean square hop it is an upper bound, and for a pore of finite length it is an approximation that fails when $f$ is too small.

\subsection{One flight after a diffuse emission}

Two angles suit the cylinder better than $\theta$. Let $\alpha$, between $0$ and $\pi$, be the angle between the velocity and the $z$ axis. Let $\varphi$, between $-\pi/2$ and $\pi/2$, be the angle between the inward normal and the projection of the velocity on the cross-section. The projection of a unit vector has length $\sin\alpha$, and its component along the normal is $\sin\alpha\cos\varphi$. Therefore
\begin{equation}
\cos\theta=\sin\alpha\cos\varphi,\qquad d\Omega=\sin\alpha\,d\alpha\,d\varphi ,
\end{equation}
and the cosine law (\ref{eq:cos}) becomes
\begin{equation}
p\,d\Omega=\frac{1}{\pi}\sin^2\!\alpha\,\cos\varphi\;d\alpha\,d\varphi .
\label{eq:cos2}
\end{equation}
The two angles are independent. The integrals $\int_0^\pi\sin^2\alpha\,d\alpha=\pi/2$ and $\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=2$ confirm the normalization.

Seen along the axis, the flight is a chord of a circle. Starting at distance $R$ from the centre and moving a distance $s$ at angle $\varphi$ to the inward radius, the molecule is at a distance from the centre whose square is $R^2-2Rs\cos\varphi+s^2$. This equals $R^2$ again when
\begin{equation}
s=2R\cos\varphi .
\label{eq:chord}
\end{equation}
The full flight length $l$ has the projection $s=l\sin\alpha$, and the axial hop is $z=l\cos\alpha$. Hence
\begin{equation}
l=\frac{2R\cos\varphi}{\sin\alpha},\qquad z=2R\cos\varphi\,\cot\alpha .
\end{equation}

The mean flight length follows from (\ref{eq:cos2}). One factor $\sin\alpha$ cancels:
\begin{equation}
\langle l\rangle=\frac{2R}{\pi}\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\!\varphi\,d\varphi
=\frac{2R}{\pi}\cdot 2\cdot\frac{\pi}{2}=2R .
\label{eq:l}
\end{equation}
In the mean square of the hop, $\cot^2\alpha\sin^2\alpha=\cos^2\alpha$:
\begin{equation}
\langle z^2\rangle=\frac{4R^2}{\pi}\int_0^\pi\!\cos^2\!\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi
=\frac{4R^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{8R^2}{3}.
\label{eq:z2}
\end{equation}
The mean hop $\langle z\rangle$ vanishes, because $\alpha$ and $\pi-\alpha$ are equally likely. Direct quadrature of the cosine law in the original wall angles, on 1500 by 1500 points, gives $\langle l\rangle=2.0000\,R$ and $\langle z^2\rangle=2.6653\,R^2$. The second value is 0.05\,\% below $8/3$.

The mean flight time needs the mean of $1/c$ over emitted speeds $c$. Let $F(c)$ be the normalized speed distribution in the gas. Fast molecules reach a surface more often in proportion to $c$, so the emitted molecules have the distribution $cF(c)/\bar v$. Then
\begin{equation}
\left\langle\frac1c\right\rangle_{\rm em}=\int_0^\infty\frac1c\,\frac{cF(c)}{\bar v}\,dc=\frac{1}{\bar v}.
\end{equation}
Speed and direction are independent, so the mean flight time is
\begin{equation}
\langle t\rangle=\langle l\rangle\left\langle\frac1c\right\rangle_{\rm em}=\frac{2R}{\bar v}=\frac{d}{\bar v}.
\label{eq:t}
\end{equation}

\subsection{What a specular reflection keeps}

The wall normal is perpendicular to the axis. A specular reflection therefore leaves $v_z$ unchanged. It also keeps the speed, and with it the angle $\alpha$.

It keeps the chord as well. The two ends of a chord and the centre of the circle form an isosceles triangle, since two of its sides are radii. The chord thus makes the same angle $|\varphi|$ with the radius at both ends. Reflection sends the molecule off at this same angle to the inward radius, on the other side of it. By (\ref{eq:chord}) the next chord again has length $2R\cos\varphi$.

All flights between two diffuse hits therefore have the same axial hop $z$, including its sign, and the same duration. Among convex cross-sections only the circle has this property for every flight. If the chords before and after each reflection are always equally long, the section is symmetric about the normal at every wall point. Each line of symmetry passes through the centroid, so all normals meet there. The distance from the centroid then does not change along the wall, and the section is a circle.

\subsection{The statistics of a leg}

Call the motion from one diffuse emission to the next diffuse hit a leg, and let $n_{\rm f}$ be the number of flights in it. The leg has $n_{\rm f}=k$ flights if the first $k-1$ hits are specular and the next is diffuse:
\begin{equation}
P(n_{\rm f}=k)=f(1-f)^{k-1},\qquad k=1,2,\dots
\end{equation}
Put $a=1-f$ and take $0<f\le1$. Differentiating the geometric series $\sum_{k\ge0}a^k=(1-a)^{-1}$ gives
\begin{equation}
\sum_{k\ge1}k\,a^{k-1}=\frac{1}{(1-a)^2}.
\end{equation}
Multiplying this by $a$ and differentiating again gives
\begin{equation}
\sum_{k\ge1}k^2a^{k-1}=\frac{1}{(1-a)^2}+\frac{2a}{(1-a)^3}=\frac{1+a}{(1-a)^3}.
\end{equation}
With $1-a=f$, $1+a=2-f$ and the prefactor $f$ of the probability,
\begin{equation}
\langle n_{\rm f}\rangle=\frac1f,\qquad \langle n_{\rm f}^2\rangle=\frac{2-f}{f^2}.
\label{eq:n}
\end{equation}

The axial displacement in a leg is $Z=n_{\rm f}z$. Since $f$ does not depend on the angle of incidence, $n_{\rm f}$ and $z$ are independent. Therefore $\langle Z\rangle=0$ and
\begin{equation}
\langle Z^2\rangle=\langle n_{\rm f}^2\rangle\langle z^2\rangle=\frac{2-f}{f^2}\,\frac{8R^2}{3}.
\label{eq:Z2}
\end{equation}

\subsection{Smoluchowski's flux argument}

The argument counts the molecules that cross a plane of the pore and traces each back to its last diffuse emission. Let $A(z)$ be the number of legs that start per unit length and time. Suppose that it varies linearly,
\begin{equation}
A(z)=A_0+A_1z .
\end{equation}
This is a steady state. The legs that end at $z$ started at $z-Z$, so their rate is $\langle A_0+A_1(z-Z)\rangle=A(z)$, because $\langle Z\rangle=0$. As many legs end at $z$ as start there.

Consider the plane $z=0$. The sign of $v_z$ is fixed within a leg, so a leg crosses the plane at most once. A leg with $Z>0$ crosses if it started between $-Z$ and $0$. The rate of such crossings is
\begin{equation}
\int_{-Z}^{0}(A_0+A_1z')\,dz'=A_0Z-\tfrac12A_1Z^2 .
\end{equation}
A leg with $Z<0$ crosses if it started between $0$ and $|Z|$, and it counts as negative:
\begin{equation}
-\int_0^{|Z|}(A_0+A_1z')\,dz'=-A_0|Z|-\tfrac12A_1Z^2=A_0Z-\tfrac12A_1Z^2 .
\end{equation}
Both signs give the same expression. Averaging over legs removes the first term, and the net rate of crossing, which is $J$ times the area $\pi R^2$, is
\begin{equation}
\pi R^2J=-\tfrac12A_1\langle Z^2\rangle .
\label{eq:cross}
\end{equation}

It remains to relate $A$ to the gas density. In a uniform gas, the number of hits per wall area and time is
\begin{equation}
n\int_0^\infty\! cF(c)\,dc\int_{\rm hemisphere}\!\cos\theta\,\frac{d\Omega}{4\pi}=n\,\bar v\,\frac{\pi}{4\pi}=\frac{n\bar v}{4}.
\end{equation}
The wall has area $2\pi R$ per unit length and a fraction $f$ of the hits starts a new leg, so
\begin{equation}
A=2\pi R\,f\,\frac{n\bar v}{4}=\frac{\pi R f\bar v}{2}\,n .
\label{eq:A}
\end{equation}
The slopes obey the same relation. Shifting the linear steady state by a distance $h$ and subtracting the original leaves a uniform gas, with source $A_1h$ and density $h\,dn/dz$. Equation (\ref{eq:A}) applies to this difference and gives $A_1=(\pi Rf\bar v/2)\,dn/dz$. Inserting it in (\ref{eq:cross}) yields
\begin{equation}
J=-\frac{f\bar v}{4R}\,\langle Z^2\rangle\,\frac{dn}{dz}.
\end{equation}
Comparison with Fick's law (\ref{eq:fick}), and then (\ref{eq:Z2}), give
\begin{equation}
D=\frac{f\bar v}{4R}\cdot\frac{2-f}{f^2}\cdot\frac{8R^2}{3}
=\frac{2-f}{f}\cdot\frac{2R\bar v}{3},
\end{equation}
which is (\ref{eq:main}).

\subsection{The same result as a random walk}

Successive legs are independent, because a diffuse emission erases the direction and every point of a circular wall is equivalent. The mean duration of a leg is $\langle T_{\rm leg}\rangle=\langle n_{\rm f}\rangle\langle t\rangle=2R/(f\bar v)$. Follow a molecule from a diffuse emission, and let $N$ be the number of the leg in progress at time $t$. Whether leg $j$ is reached by then is decided by the earlier legs alone. In the mean square of the sum of the first $N$ displacements, the cross terms therefore vanish and each leg reached contributes $\langle Z^2\rangle$. The sum has mean square $\langle N\rangle\langle Z^2\rangle$, and the total duration of these legs has mean $\langle N\rangle\langle T_{\rm leg}\rangle$.

The leg in progress is counted in full although it is unfinished. Its mean square displacement collects contributions from starting times $t-u$, each weighted by the part of $\langle Z^2\rangle$ that belongs to legs longer than $u$. This part tends to zero at large $u$ because $\langle Z^2\rangle$ is finite, so the collected error grows more slowly than $t$. The same reasoning holds for the excess duration, since $\langle T_{\rm leg}\rangle$ is finite. Hence $\langle N\rangle\to t/\langle T_{\rm leg}\rangle$ and
\begin{equation}
D=\lim_{t\to\infty}\frac{\langle Z(t)^2\rangle}{2t}=\frac{\langle Z^2\rangle}{2\langle T_{\rm leg}\rangle}
=\frac{\langle n_{\rm f}^2\rangle}{\langle n_{\rm f}\rangle}\,\frac{\langle z^2\rangle}{2\langle t\rangle}.
\label{eq:walk}
\end{equation}
The last fraction is $(8R^2/3)\,\bar v/(4R)=2R\bar v/3=D_{\rm K}$, and the first is $(2-f)/f$.

\subsection{Meaning and limits of the factor}

The factor can be split as
\begin{equation}
\frac{\langle n_{\rm f}^2\rangle}{\langle n_{\rm f}\rangle}=\frac{2-f}{f}=\frac1f+\frac{1-f}{f}.
\end{equation}
The term $1/f$ is the mean number of flights in a leg. It would be the whole factor if all legs had the same number of flights. The second term is the variance of $n_{\rm f}$, which is $(1-f)/f^2$, divided by the mean. Long legs count more in a mean square than short legs take away.

For $f=1$ the factor is one. Near $f=1$ it is $1+2(1-f)$ to first order, so a small specular fraction raises $D$ by twice that fraction. For small $f$ the factor approaches $2/f$. At $f=0$ there is no diffusivity: each molecule keeps its $v_z$ for ever, and its mean square displacement grows as $t^2$.

\section{Other pores, losses and a worked example}

\subsection{Symbols and results carried over}

The pore has radius $R$ and diameter $d=2R$. A fraction $f$ of wall hits is diffuse with the cosine law, and the rest is specular. The mean speed is $\bar v$ and the gas density is $n$. One flight has axial hop $z$ and length $l$, with $\langle z^2\rangle=8R^2/3$, $\langle l\rangle=2R$ and mean duration $d/\bar v$. A leg runs from one diffuse emission to the next diffuse hit. Its axial displacement is $Z$ and its mean duration is $d/(f\bar v)$. The result of the first half is
\begin{equation}
D=\frac{2-f}{f}\,D_{\rm K},\qquad D_{\rm K}=\frac{d\bar v}{3}.
\label{eq:res}
\end{equation}

A flux argument and a random walk have both shown that, in an infinitely long circular pore, partly specular walls multiply the Knudsen diffusivity by $(2-f)/f$. What remains is a derivation from the velocity correlation, then other cross-sections, finite length, loss and dwell at the wall, and a worked example.
